# Collective Diffusion with Site Exclusion Is Independent of Coverage

## What dimensions and symmetry allow

Consider one species of adsorbate on a square lattice with spacing $a$. Each site holds at most one particle. A particle attempts to hop to each of its four neighbours at rate $\Gamma$, and the attempt succeeds only if the chosen site is empty. There is no other interaction, and all sites have the same energy.

Let $\theta$ be the mean coverage, the fraction of sites occupied. The collective diffusion coefficient $D_c$ describes how a smooth coverage profile flattens. The model contains one length, $a$, one rate, $\Gamma$, and one pure number, $\theta$. Since $D_c$ has the dimension of length squared over time,

$$D_c=\Gamma a^2F(\theta).$$

For a nearly empty lattice the particles are independent random walkers, so $F(0)=1$.

A second condition comes from exchanging particles and holes. When a particle hops from $i$ to $j$, a hole hops from $j$ to $i$ at the same rate $\Gamma$. Holes therefore obey the same rules as particles, at coverage $1-\theta$. A bump in the particle profile is a dip in the hole profile, and both flatten together, so

$$F(\theta)=F(1-\theta),\qquad F(1)=F(0)=1.$$

This excludes the guess $F=1-\theta$, in which each hop is slowed by the chance that its target is occupied. It does not fix $F$ between the ends: $1+c\,\theta(1-\theta)$ would satisfy both conditions for any constant $c$. Two derivations show that $F=1$ throughout.

## First derivation: the balance at one site

Let $n_i$ be 1 if site $i$ is occupied and 0 if it is empty. Angle brackets denote an average over many realizations of the process, so $\langle n_i\rangle$ is the probability that site $i$ is occupied. For the moment let the attempt rate $w_{ij}$ from $i$ to $j$ differ from bond to bond. Site $i$ gains a particle from $j$ if $j$ is full and $i$ is empty; it loses one to $j$ if $i$ is full and $j$ is empty. Hence

$$\frac{d\langle n_i\rangle}{dt}=\sum_j\left[w_{ji}\langle n_j(1-n_i)\rangle-w_{ij}\langle n_i(1-n_j)\rangle\right].$$

Multiplying out the brackets gives

$$\frac{d\langle n_i\rangle}{dt}=\sum_j\left[w_{ji}\langle n_j\rangle-w_{ij}\langle n_i\rangle+(w_{ij}-w_{ji})\langle n_in_j\rangle\right].$$

The pair average $\langle n_in_j\rangle$ would need its own equation, which would contain triples, and so on. If the rates are symmetric, $w_{ij}=w_{ji}$, its coefficient vanishes and

$$\boxed{\frac{d\langle n_i\rangle}{dt}=\sum_jw_{ij}\left(\langle n_j\rangle-\langle n_i\rangle\right)}$$

No average of a product was replaced by a product of averages. The cancellation occurs in every single configuration, because $n_j(1-n_i)-n_i(1-n_j)=n_j-n_i$. The equation therefore holds for any initial distribution, however correlated, and it is the equation a single walker would obey on an empty lattice.

Blocking has not disappeared from the motion. It reduces the forward and the reverse traffic across a bond by the same amount, $w_{ij}\langle n_in_j\rangle$, and the net flow is the difference.

The equation governs the mean and not a single snapshot. Since $n_i^2=n_i$, the variance of one site's occupancy is $\langle n_i\rangle(1-\langle n_i\rangle)$, and a smooth profile appears only after averaging over many sites or many runs.

### Density waves and the continuum limit

Return to equal rates $\Gamma$ on the square lattice, and let the mean occupancy vary along $x$ only:

$$\langle n_i\rangle=\theta+A(t)\cos(qx_i).$$

The two neighbours in the $y$ direction have the same mean as site $i$ and contribute nothing. For the other two,

$$\cos(qx+qa)+\cos(qx-qa)-2\cos(qx)=-2(1-\cos qa)\cos(qx).$$

The amplitude thus obeys $dA/dt=-\lambda A$ with

$$\lambda(q)=2\Gamma(1-\cos qa)=4\Gamma\sin^2\frac{qa}{2}.$$

The coverage $\theta$ does not appear. For waves long compared with the spacing, $\cos qa=1-\tfrac12(qa)^2+\tfrac1{24}(qa)^4-\dots$, and

$$\lambda(q)=\Gamma a^2q^2\left[1-\frac{(qa)^2}{12}+\dots\right].$$

The diffusion equation $\partial_t\theta=D_c\nabla^2\theta$ has decay rate $D_cq^2$. Comparison gives

$$D_c=\Gamma a^2.$$

The lattice equation is exact for this model; the continuum equation is its limit for smooth profiles, with a relative error in the decay rate of about $(qa)^2/12$.

### Adsorption and desorption of single particles

The closure survives simple exchange with a gas. If an empty site fills at rate $k_a$ and an occupied one empties at rate $k_d$, the balance gains the terms

$$k_a(1-\langle n_i\rangle)-k_d\langle n_i\rangle=k_a-(k_a+k_d)\langle n_i\rangle,$$

which are linear in the mean. A density wave then decays at rate $\lambda(q)+k_a+k_d$, still independent of coverage. Desorption in pairs has a rate proportional to $\langle n_in_j\rangle$ and breaks the closure.

### Where closure fails

If the closure holds, two initial distributions with the same means must have the same means later. Take a ring of eight sites. One initial distribution mixes the configurations 00001111, 01010101 and 01100011 with weights 0.5, 0.3 and 0.2; the other has the same site means but independent sites. The full master equation for all 256 configurations can be solved with a matrix exponential. The symmetric bond rates are drawn between 0.5 and 1.5, and the evolution lasts one time unit.

The later means of the two cases agree to rounding error, about $2\times10^{-16}$. If the sites are given random well depths between $-1$ and $+1$ in units of $kT$, which makes $w_{ij}\ne w_{ji}$, the largest difference is 0.050. With equal depths but a neighbour repulsion of $0.8\,kT$ it is 0.025. Equal rates in both directions and the absence of interactions are thus real conditions.

## Second derivation: fluctuations in equilibrium

The same coefficient follows from a uniform layer in equilibrium. This road treats blocking as an explicit factor and shows what cancels it.

### From displacements to the diffusion coefficient

Let $N_s$ be the number of sites, $N$ the number of particles and $x_k(t)$ the position of particle $k$. Define $\rho_q=\sum_ke^{-iqx_k}$ and its mean square per site, $S(q)=\langle|\rho_q|^2\rangle/N_s$ for $q\neq0$. Assume that long waves relax diffusively, so that $\langle\rho_q(t)\rho_q^*(0)\rangle=N_sS(q)e^{-D_cq^2t}$. Then, for small $q$ at fixed $t$,

$$\langle|\rho_q(t)-\rho_q(0)|^2\rangle=2N_sS(q)\left(1-e^{-D_cq^2t}\right)\to2N_sS\,D_cq^2t,$$

where $S$ is the limit of $S(q)$ for $q\to0$, which is the variance of the particle number per site in a large open region.

The left side can also be written with the displacements $\Delta x_k$. To first order in $q$,

$$\rho_q(t)-\rho_q(0)\simeq-iq\sum_k\Delta x_k\,e^{-iqx_k(0)}.$$

In the mean square, particles $k$ and $l$ enter with the phase $e^{-iq(x_k-x_l)}$. Displacements in a finite time are correlated over a finite distance, so this phase tends to 1 wherever it matters. With $P=\sum_k\Delta x_k$ the left side becomes $q^2\langle P^2\rangle$. Define the jump diffusion coefficient by $\langle P^2\rangle=2D_J\langle N\rangle t$, with $\langle N\rangle=\theta N_s$. Equating the two forms gives

$$D_c=D_J\,\frac{\theta}{S}.$$

### The jump coefficient carries the blocking

Let $i+$ be the neighbour of $i$ in the $+x$ direction on a periodic lattice. In a given configuration the mean rate of change of $P$ is

$$a\Gamma\sum_i\left[n_i(1-n_{i+})-n_{i+}(1-n_i)\right]=a\Gamma\sum_i(n_i-n_{i+})=0,$$

since each site occurs once with each sign. A hop changes $P^2$ by $\pm2aP+a^2$. The part linear in $P$ averages to $2P$ times the drift, which is zero. What remains is $a^2$ times the total hop rate along $x$:

$$\frac{d\langle P^2\rangle}{dt}=a^2\Gamma\sum_i\langle n_i(1-n_{i+})+n_{i+}(1-n_i)\rangle.$$

Symmetric rates make all configurations with the same $N$ equally likely in equilibrium. At fixed chemical potential the sites are then independent, each occupied with probability $\theta$, and the sum is $2N_s\theta(1-\theta)$. Therefore

$$\langle P^2\rangle=2\Gamma a^2N_s\theta(1-\theta)t,\qquad D_J=\Gamma a^2(1-\theta).$$

### The thermodynamic factor removes it

For independent sites $S=\theta(1-\theta)$, so $\theta/S=1/(1-\theta)$. The same factor follows from the chemical potential $\mu$. There are $W=N_s!/[N!(N_s-N)!]$ arrangements, and Stirling's formula gives

$$\ln W\simeq-N_s\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right].$$

With the free energy $N\epsilon-kT\ln W$, where $\epsilon$ is the energy of one adsorbed particle, differentiation with respect to $N=\theta N_s$ yields

$$\frac{\mu}{kT}=\frac{\epsilon}{kT}+\ln\frac{\theta}{1-\theta},\qquad\frac{\partial(\mu/kT)}{\partial\ln\theta}=1+\frac{\theta}{1-\theta}=\frac1{1-\theta}.$$

The product is

$$D_c=\Gamma a^2(1-\theta)\,\frac1{1-\theta}=\Gamma a^2.$$

In a crowded layer the particles are less mobile, but a given relative difference in coverage corresponds to a larger difference in chemical potential, and the two effects compensate.

### One marked particle moves differently

The tracer coefficient $D^*$ measures the displacement of individual particles. Just after a particle has hopped forward, the site behind it is certainly empty, while the site ahead is empty with probability $1-\theta$. Its mean velocity at that moment is $a\Gamma[(1-\theta)-1]=-a\Gamma\theta$, directed backward. The marked particle tends to return, which lowers $D^*$ below $\Gamma a^2(1-\theta)$. In the summed displacement this tendency is cancelled by the other particles, as the vanishing total drift shows.

A lattice Monte Carlo simulation separates the three coefficients. It picks a site and a direction at random and refuses a hop that is blocked; $4\Gamma N_st$ attempts represent the time $t$. On a periodic $16\times16$ lattice, with 2000 runs up to $\Gamma t=4$, the results in units of $\Gamma a^2$ are:

| $\theta$ | $D_c$ | $D_J$ | $D^*$ |
|---|---|---|---|
| 0.2 | 1.003 ± 0.015 | 0.783 ± 0.018 | 0.72 |
| 0.5 | 1.016 ± 0.020 | 0.489 ± 0.011 | 0.38 |
| 0.8 | 1.001 ± 0.016 | 0.193 ± 0.004 | 0.12 |

Here $D_c$ comes from the decay of a wave of amplitude 0.15 and period 16 sites, divided by the lattice factor $2(1-\cos qa)$. The uncertainties are one standard error. The three values of $D_J$ all lie below $1-\theta$, each by less than two standard errors; this is compatible with sampling scatter. The tracer values are averages over this finite time, not long-time limits.

## What each derivation assumes

The first derivation needs symmetric rates and exclusion alone. It requires neither equilibrium nor a regular lattice, and it gives the whole evolution of the mean, including short waves.

The second needs a uniform equilibrium layer and assumes that long waves relax diffusively. It yields one number, $D_c$. In return, the relation $D_c=D_J\theta/S$ does not rest on the absence of interactions, so it still applies when the first derivation no longer closes. What is lost then is the simple value of each factor.

### An estimate with interactions

Let neighbours repel with energy $w$, and let the energy at the top of the barrier be unaffected. A particle with $m_i$ occupied neighbours then hops at rate $\Gamma e^{m_iw/kT}$. Perturb the equilibrium probabilities $p_0$ to $p_0(1+\varepsilon\rho)$, with $\rho=\sum_i n_i\cos qx_i$ and small $\varepsilon$. At first $\langle\rho\rangle=\varepsilon\langle\rho^2\rangle_0=\varepsilon N_sS(q)/2$. Detailed balance pairs each hop with its reverse, so that

$$\frac{d\langle\rho\rangle}{dt}=-\frac{\varepsilon}{2}\sum_{\rm hops}(\text{equilibrium rate})\,(\Delta\rho)^2.$$

Every bond along $x$ carries the equilibrium rate $K=\Gamma\langle n_i(1-n_j)e^{m_iw/kT}\rangle$ in each direction, and $\sum_i(\cos qx_{i+}-\cos qx_i)^2=N_s(1-\cos qa)$. The right side is $-\varepsilon KN_s(1-\cos qa)$. Dividing by $\langle\rho\rangle$ gives the initial decay rate $2K(1-\cos qa)/S(q)$, and for long waves

$$D_{\rm static}=\frac{Ka^2}{S}.$$

For $w=0$ this is again $\Gamma a^2\theta(1-\theta)/[\theta(1-\theta)]=\Gamma a^2$. With interactions the decay is a sum of exponentials with positive weights. The initial rate is the mean of their rates, and the inverse of the integrated decay is their harmonic mean, which cannot be larger. The static value is thus an upper estimate. On the eight-site ring with equal bond rates, $w=0.8\,kT$ and a mean coverage of 0.42, the integrated rate of the longest wave is 0.91 of the static one. This gap is a small-ring effect, caused by the short wavelength and by the averaging over different particle numbers; the ratio rises to 0.94 on 12 sites and 0.96 on 16. In one dimension these rates give zero total drift in every configuration, so the argument for $\langle P^2\rangle$ carries over and $D_{\rm static}$ is the exact long-wave value. On the square lattice the drift does not vanish, and a true memory correction remains.

## Hydrogen atoms on Cu(100)

Hydrogen atoms on the square array of hollow sites of Cu(100) offer a setting, as in a hydrogen plasma step of copper processing near room temperature. Rough typical inputs are a site spacing of 0.256 nm, a hopping barrier of 0.20 eV, an attempt frequency of $10^{13}$ s$^{-1}$ and a temperature of 300 K. Then $kT=0.02585$ eV and

$$\Gamma=10^{13}\,{\rm s^{-1}}\times e^{-0.20/0.02585}=4.37\ {\rm ns^{-1}}.$$

The diffusion coefficient is

$$D_c=\Gamma a^2\approx2.9\times10^{-6}\ {\rm cm^2/s}=2.9\times10^{-10}\ {\rm m^2/s}.$$

Let the coverage have a wave of amplitude 0.15 and period 40 sites, or 10.24 nm, so that $qa=2\pi/40=0.157$. Its relaxation time is

$$\tau=\frac1{4\Gamma\sin^2(qa/2)}=9.3\ {\rm ns}$$

at mean coverages 0.2, 0.5 and 0.8 alike. A factor $1-\theta$ in the diffusion coefficient, taken at the mean coverage, would have predicted 11.6, 18.6 and 46.5 ns. The absolute times are only as good as the rough inputs: a change of 0.02 eV in the barrier alters them by a factor of 2.2. The continuum formula overestimates the decay rate by 0.2 %, in line with $(qa)^2/12$.

The traffic across the steepest bond shows the cancellation. The occupancies there are $\theta$ and $\theta-0.15\sin(qa)=\theta-0.0235$. If the sites are initially independent, the hop rates in ns$^{-1}$ are:

| $\theta$ | forward | reverse | net |
|---|---|---|---|
| 0.2 | 0.7192 | 0.6167 | 0.1025 |
| 0.5 | 1.1429 | 1.0404 | 0.1025 |
| 0.8 | 0.7806 | 0.6782 | 0.1025 |

The digits are kept to show the small difference. The gross rates depend on coverage; the net rate, $\Gamma\times0.0235$, does not.

A real hydrogen layer may have lateral interactions, which the model leaves out. Their strength is not determined here, so two trial repulsions serve to size the effect. Enumerating all configurations of a periodic $4\times4$ lattice gives $D_{\rm static}/(\Gamma a^2)$ of about 1.3, 1.7 and 1.8 at the three coverages for 5 meV, and 2.4, 7.3 and 11 for 20 meV. Even the larger repulsion is below $kT$. It acts twice: it suppresses density fluctuations, and it raises the hop rate of crowded atoms, the latter because the barrier top was held fixed. The large values at high coverage rest mainly on that assumption. With rates proportional to $e^{-\Delta E/2kT}$ instead, where $\Delta E$ is the energy change of the hop, the 20 meV values fall to about 1.5, 2.1 and 1.5. Larger cells shift the six numbers by less than 1 %, and memory effects, which they omit, lower them by at most about 3 % on the $4\times4$ lattice. They show that coverage independence at 300 K requires repulsions well below 5 meV in this model, and that the 9.3 ns is a reference value for a layer without interactions. Surface steps and defects also make site energies unequal, which breaks the symmetry of the rates. The model further assumes a rigid substrate and hydrogen confined to hollow sites. Dense hydrogen layers are reported to reconstruct Cu(100), and atomic hydrogen from a plasma can also enter subsurface sites or abstract adsorbed atoms, so the higher coverages here illustrate the model and are not predictions for the real surface.

Two other neglected effects, tunnelling and desorption, are smaller. For a parabolic barrier whose curvature frequency equals the attempt frequency $\nu$, averaging the transmission probability over thermal energies raises $\Gamma$ by a factor of 1.1. This changes the time scale but not the independence of coverage. Tunnelling would dominate near and below $h\nu/(2\pi k)=76$ K. With a rough barrier of 0.7 eV for recombination, a neighbouring pair desorbs at about 17 s$^{-1}$. An atom has at most four neighbours, so the fraction lost during $\tau$ is at most $4\times17.4\ {\rm s^{-1}}\times9.3\ {\rm ns}\approx6\times10^{-7}$. The layer levels out long before it desorbs.

Desorption does limit how long a dense layer lasts. Each site has two bonds, and each desorbing pair removes two atoms, so a randomly mixed layer loses about $4\times17.4\ {\rm s^{-1}}\,\theta^2$ atoms per site and unit time. Without supply, a coverage of 0.8 would halve in about 18 ms; barriers of 0.6 and 0.8 eV would give 0.4 ms and 0.9 s. Holding the higher coverages at 300 K therefore requires a continuing supply of atoms that matches this loss.
